# First Born Scattering from a Yukawa Atom and Analytic Angle Sampling: a program that tests the result

```python
# Result under test: first Born elastic scattering of an electron by the
# Yukawa potential V(r) = -Z exp(-r/a)/r, in atomic units:
#   dsigma/dOmega = 4 Z^2 / (q^2 + 1/a^2)^2,   q = 2 k sin(theta/2)
#   sigma = 16 pi Z^2 a^4 / (1 + 4 k^2 a^2)
#   cos(theta) = 1 - 2 beta R / (1 + beta - R),  beta = 1/(4 k^2 a^2)
# Z: strength, a: screening length, k: wave number, theta: polar angle,
# R: random number uniform on [0, 1].
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import spherical_jn, spherical_yn

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_A = constants.physical_constants["Bohr radius"][0] * 1e10
REST_EV = constants.m_e * constants.c**2 / constants.e


def wave_number(energy_ev):
    return np.sqrt(2 * energy_ev / HARTREE_EV)


def born_amplitude(q, Z, a):
    return 2 * Z / (q**2 + 1 / a**2)


def born_total(Z, a, k):
    return 16 * np.pi * Z**2 * a**4 / (1 + 4 * k**2 * a**2)


def mean_one_minus_cos(beta):
    return 2 * beta * ((1 + beta) * np.log1p(1 / beta) - 1)


def sample_angle(R, beta):
    return 2 * np.arcsin(np.sqrt(beta * R / (1 + beta - R)))


def phase_shifts(Z, a, k):
    """Numerov ratios on a logarithmic grid, all partial waves at once.
    With u = sqrt(r) y and x = ln r: y'' = [(l+1/2)^2 - r^2 (k^2-2V)] y."""
    l = np.arange(int(12 * k * a) + 11)
    x_start, x_end = np.log(1e-5), np.log(16 * a)
    count = int((x_end - x_start) / 4e-4) + 2
    x, dx = np.linspace(x_start, x_end, count, retstep=True)
    r = np.exp(x)
    local = dx**2 / 12 * (r**2 * k**2 + 2 * Z * r * np.exp(-r / a))
    barrier = dx**2 / 12 * (l + 0.5)**2
    # regular solution near the origin: y ~ r^(l+1/2) [1 - Z r/(l+1)]
    ratio = np.exp((l + 0.5) * dx) * (1 - Z * (r[1] - r[0]) / (l + 1))
    ratio *= (1 - barrier + local[1]) / (1 - barrier + local[0])
    for i in range(1, count - 1):
        T = barrier - local[i]
        ratio = (2 + 10 * T) / (1 - T) - 1 / ratio
    ratio *= (1 - barrier + local[-2]) / (1 - barrier + local[-1])
    outer, inner = np.sqrt(r[-1]), ratio * np.sqrt(r[-2])
    top = (outer * spherical_jn(l, k * r[-1])
           - inner * spherical_jn(l, k * r[-2]))
    bottom = (outer * spherical_yn(l, k * r[-1])
              - inner * spherical_yn(l, k * r[-2]))
    return np.arctan(top / bottom)


def partial_wave_sections(Z, a, k):
    delta = phase_shifts(Z, a, k)
    l = np.arange(len(delta))
    total = 4 * np.pi / k**2 * np.sum((2 * l + 1) * np.sin(delta)**2)
    steps = np.sin(delta[:-1] - delta[1:])**2
    transport = 4 * np.pi / k**2 * np.sum((l[:-1] + 1) * steps)
    return total, transport


def ratios_to_born(Z, a, k):
    total, transport = partial_wave_sections(Z, a, k)
    born = born_total(Z, a, k)
    beta = 1 / (4 * k**2 * a**2)
    return total / born, transport / (born * mean_one_minus_cos(beta))


# Model parameters
Z, a_angstrom, energy_ev = 6.0, 0.25, 10000.0
a = a_angstrom / BOHR_A
k = wave_number(energy_ev)
beta = 1 / (4 * k**2 * a**2)
print(f"Strength Z: {Z:.0f} (dimensionless)")
print(f"Screening length a: {a_angstrom:.2f} angstrom")
print(f"Electron energy E: {energy_ev:.0f} eV")
print(f"Wave number k: {k / BOHR_A:.3f} 1/angstrom")
print(f"Product k a: {k * a:.3f} (dimensionless)")
print(f"Strength parameter Z/k in atomic units: {Z / k:.4f}")
print(f"Screening parameter beta: {beta:.6e} (dimensionless)")
print(f"E over electron rest energy: {energy_ev / REST_EV:.4f}")

# Amplitude from its defining volume integral, radius and direction cosine
nodes, weights = np.polynomial.legendre.leggauss(800)
radius = 20 * a * (nodes + 1)
radial_weight = 20 * a * weights
potential = -Z * np.exp(-radius / a) / radius
for degrees in (5, 20, 90):
    q = 2 * k * np.sin(np.radians(degrees) / 2)
    angular = np.cos(q * np.outer(radius, nodes)) @ weights
    direct = -np.sum(radial_weight * radius**2 * potential * angular)
    formula = born_amplitude(q, Z, a)
    assert abs(direct / formula - 1) < 1e-7
    print(f"theta {degrees} deg: q = {q / BOHR_A:.3f} 1/angstrom, "
          f"dsigma/dOmega = {formula**2 * BOHR_A**2:.4e} angstrom^2/sr")
forward = born_amplitude(0.0, Z, a)**2 * BOHR_A**2
print(f"Forward dsigma/dOmega: {forward:.4e} angstrom^2/sr")


# Angular quadrature of the differential cross section
def ring(theta):
    q = 2 * k * np.sin(theta / 2)
    return 2 * np.pi * np.sin(theta) * born_amplitude(q, Z, a)**2


def integrate(function, low, high):
    edges = [low] + [t for t in (0.05, 0.2, 0.8) if low < t < high] + [high]
    return sum(quad(function, p, s, epsabs=1e-13, epsrel=1e-11)[0]
               for p, s in zip(edges[:-1], edges[1:]))


total_quad = integrate(ring, 0, np.pi)
total = born_total(Z, a, k)
assert abs(total_quad / total - 1) < 1e-8
mean_quad = integrate(lambda t: (1 - np.cos(t)) * ring(t), 0, np.pi)
mean_quad /= total_quad
mean_formula = mean_one_minus_cos(beta)
assert abs(mean_quad / mean_formula - 1) < 1e-8
back_quad = integrate(ring, np.pi / 2, np.pi) / total_quad
assert abs(back_quad / (beta / (1 + 2 * beta)) - 1) < 1e-7
print(f"Born total cross section: {total * BOHR_A**2:.6f} angstrom^2")
print(f"Born total cross section: {total:.6f} bohr^2")
print(f"Born transport cross section: "
      f"{total * mean_formula * BOHR_A**2:.4e} angstrom^2")
print(f"Mean of 1 - cos(theta), formula: {mean_formula:.6f}")
print(f"Fraction beyond 90 deg, quadrature: {back_quad:.6f}")

# The sampled angle must enclose the fraction R of the cross section
for R in (0.1, 0.5, 0.9, 0.99, 0.999):
    theta = sample_angle(R, beta)
    enclosed = integrate(ring, 0, theta) / total_quad
    assert abs(enclosed - R) < 1e-8
    print(f"R = {R:.3f}: theta = {np.degrees(theta):.3f} deg, "
          f"enclosed fraction = {enclosed:.6f}")
assert sample_angle(0.0, beta) == 0
assert abs(sample_angle(1.0, beta) - np.pi) < 1e-6

# Monte Carlo use of the sampling formula, judged against quadrature
draws = 1000000
angles = sample_angle(np.random.default_rng(12345).random(draws), beta)
loss = 1 - np.cos(angles)
loss_error = loss.std() / np.sqrt(draws)
back = np.mean(angles > np.pi / 2)
back_error = np.sqrt(back_quad * (1 - back_quad) / draws)
assert abs(loss.mean() - mean_quad) < 5 * loss_error
assert abs(back - back_quad) < 5 * back_error
print(f"Monte Carlo draws: {draws}")
print(f"Monte Carlo mean of 1 - cos(theta): {loss.mean():.6f}")
print(f"Standard error of that mean: {loss_error:.6f}")
print(f"Monte Carlo fraction beyond 90 deg: {back:.6f}")
print(f"Standard error of that fraction: {back_error:.6f}")

# Partial waves: a free particle must have no phase shift
free_error = np.max(np.abs(phase_shifts(0.0, a, k)))
assert free_error < 1e-4
print(f"Largest numerical phase shift at Z = 0: {free_error:.1e} rad")

# Weak coupling must recover the Born values; the tolerance covers the
# higher orders in Z/k, which is about 0.02 here, and the phase error
weak_Z = 0.6
weak = ratios_to_born(weak_Z, a, k)
assert abs(weak[0] - 1) < 0.01 and abs(weak[1] - 1) < 0.01
print("Partial-wave over Born cross sections, same potential:")
print(f"Z = {weak_Z}, 10000 eV: Z/k = {weak_Z / k:.4f}, "
      f"total {weak[0]:.4f}, transport {weak[1]:.4f}")
high = ratios_to_born(Z, a, k)
print(f"Z = 6, 10000 eV: Z/k = {Z / k:.4f}, "
      f"total {high[0]:.4f}, transport {high[1]:.4f}")
k_low = wave_number(1000.0)
low = ratios_to_born(Z, a, k_low)
print(f"Z = 6, 1000 eV: Z/k = {Z / k_low:.4f}, "
      f"total {low[0]:.4f}, transport {low[1]:.4f}")
repulsive = ratios_to_born(-Z, a, k_low)
print(f"Z = -6 (repulsive), 1000 eV: "
      f"total {repulsive[0]:.4f}, transport {repulsive[1]:.4f}")
assert abs(low[0] - 1) > abs(high[0] - 1) > abs(weak[0] - 1)

print("finished without a failed check")
```

Running it gives:

```
Strength Z: 6 (dimensionless)
Screening length a: 0.25 angstrom
Electron energy E: 10000 eV
Wave number k: 51.232 1/angstrom
Product k a: 12.808 (dimensionless)
Strength parameter Z/k in atomic units: 0.2213
Screening parameter beta: 1.523993e-03 (dimensionless)
E over electron rest energy: 0.0196
theta 5 deg: q = 4.469 1/angstrom, dsigma/dOmega = 3.9733e-01 angstrom^2/sr
theta 20 deg: q = 17.793 1/angstrom, dsigma/dOmega = 4.6492e-03 angstrom^2/sr
theta 90 deg: q = 72.453 1/angstrom, dsigma/dOmega = 1.8548e-05 angstrom^2/sr
Forward dsigma/dOmega: 2.0087e+00 angstrom^2/sr
Born total cross section: 0.038411 angstrom^2
Born total cross section: 0.137167 bohr^2
Born transport cross section: 6.4366e-04 angstrom^2
Mean of 1 - cos(theta), formula: 0.016757
Fraction beyond 90 deg, quadrature: 0.001519
R = 0.100: theta = 1.490 deg, enclosed fraction = 0.100000
R = 0.500: theta = 4.468 deg, enclosed fraction = 0.500000
R = 0.900: theta = 13.349 deg, enclosed fraction = 0.900000
R = 0.990: theta = 42.426 deg, enclosed fraction = 0.990000
R = 0.999: theta = 101.911 deg, enclosed fraction = 0.999000
Monte Carlo draws: 1000000
Monte Carlo mean of 1 - cos(theta): 0.016836
Standard error of that mean: 0.000076
Monte Carlo fraction beyond 90 deg: 0.001532
Standard error of that fraction: 0.000039
Largest numerical phase shift at Z = 0: 3.9e-06 rad
Partial-wave over Born cross sections, same potential:
Z = 0.6, 10000 eV: Z/k = 0.0221, total 1.0019, transport 1.0027
Z = 6, 10000 eV: Z/k = 0.2213, total 0.9821, transport 1.0093
Z = 6, 1000 eV: Z/k = 0.6999, total 0.8500, transport 1.0073
Z = -6 (repulsive), 1000 eV: total 0.7026, transport 0.6757
finished without a failed check
```
